The intraband Drude term from the Kohn-Sham density response, part 2

We seek the small-q limit of the head of the Kohn-Sham density response χ_s of a spin-unpolarized crystal at zero temperature, and of the dielectric head

ε₀₀(q,z) = 1 − (4π/q²) χ_s(q,z).   (4)

Hartree atomic units are used. The frequency is z = ω + iη, η > 0, and q̂ = q/|q|. E_n(k) and u_nk are the band energies and cell-periodic orbitals, μ is the Fermi energy, f_nk = θ(μ − E_n(k)) is the occupation per spin, and v = ∇E is the band velocity, with ∇ acting on k. The letter n is a band index, but in 4πn it is the electron density. With M_mn(k,q) = ⟨u_m,k+q | u_nk⟩,

χ_s(q,z) = 2 Σ_nm ∫ d³k/(2π)³ (f_nk − f_m,k+q) |M_mn(k,q)|² / [z − E_m(k+q) + E_n(k)].   (3)

Terms m = n form χ_intra; terms m ≠ n form χ_inter. When |q·v| is much smaller than |z| over the Fermi surface, χ_intra gives ε₀₀ the Drude term −W(q̂)/z², where W(q̂) = Σ_ij q̂_i W_ij q̂_j and

W_ij = (1/π²) Σ_n ∫_FS dS v_i v_j/|v| = 4πN(μ)⟨v_i v_j⟩.   (16)

N(μ) is the density of states including spin. The weight dS/|v|, also used in the average, comes from d³k δ(E_n − μ). For bands smooth throughout the occupied region, integration by parts makes W_ij also 4π times the occupied-state sum of ∂v_j/∂k_i, spin included. If z = 0 is set before q → 0, χ_intra → −N(μ) instead. With time-reversal symmetry, χ_intra is even in q.

For the interband part, take a local potential V_s(r) and H_k = (p+k)²/2 + V_s(r), so that

H_{k+q} = H_k + q·(p+k) + q²/2.   (17)

With p_mn = ⟨u_mk|p+k|u_nk⟩ and E_mn = E_m(k) − E_n(k), perturbation theory gives, for m ≠ n,

M_mn = q·p_mn/E_mn + O(q²).   (18)

The interband response already contains |M_mn|² = O(q²). In its occupation difference f_m,k+q may therefore be replaced by f_mk; the occupation changes in a region whose volume is O(q), and the error is O(q³). This gives

χ_inter = 2 Σ_{n≠m} ∫ d³k/(2π)³ (f_nk − f_mk) |q·p_mn|² / [E_mn²(z − E_mn)].

In the term containing f_mk, exchange the names m and n. The energy difference changes sign, while |q·p_mn|² does not. The coefficient of f_nk is then

(|q·p_mn|²/E_mn²) [1/(z−E_mn) − 1/(z+E_mn)]
= −2|q·p_mn|² / [E_mn(E_mn² − z²)].

Define the background ε_b as one plus the interband contribution:

ε_b(q̂,z) = 1 + 4π·2 Σ_{n≠m} ∫ d³k/(2π)³ f_nk 2|q̂·p_mn|² / [E_mn(E_mn² − z²)].   (19)

The complete head in the small-q limit is

ε₀₀ = ε_b(q̂,z) − W(q̂)/z².   (20)

If both states of a pair are occupied, their two terms in (19) cancel because E_mn changes sign. If the vertical energies between occupied and empty states have a positive lower bound, ε_b stays finite as z → 0, and the Drude term supplies the 1/z² divergence. A zero of ε₀₀ on the real axis must satisfy ε_b(ω) = W/ω². It therefore need not occur at ω = √W.

For a nonlocal potential the linear term in (17) is q·∂H_k/∂k, and p_mn in (18) and (19) must be replaced by the matrix element of ∂H_k/∂k. The intraband formula (16) keeps its form because it uses the derivative of the band energy. The sum rule below, however, uses the exact quadratic term q²/2 in (17) and is restricted to a local potential.

How the crystal potential redistributes the weight

Expand E_n(k+q) to second order using (17). Perturbation theory gives

E_n(k+q) = E_n(k) + q·p_nn + q²/2 − Σ_{m≠n} |q·p_mn|²/E_mn + O(q³).   (21)

The minus sign arises because the usual second-order denominator is E_n − E_m = −E_mn. The linear term identifies the velocity as v = p_nn. The quadratic term must equal half of (q·∇)(q·v), so

(q̂·∇)(q̂·v) = 1 − 2 Σ_{m≠n} |q̂·p_mn|²/E_mn.

Multiply by f_nk and by 4π, sum over bands and spin, and integrate. The left side gives W(q̂); the first term on the right gives 4πn. With

I(q̂) = 4π·2 Σ_{n≠m} ∫ d³k/(2π)³ f_nk 2|q̂·p_mn|²/E_mn,   (22)

the result is

W(q̂) + I(q̂) = 4πn.   (23)

Again, pairs of occupied states cancel. In the surviving terms n is occupied and m is empty at the same k, so E_mn is positive and I(q̂) ≥ 0. For a local potential the Drude weight is thus at most the free-electron value 4πn, where n counts the electrons in all occupied bands, including filled bands and, in an all-electron calculation, core bands. No such bound holds relative to the carrier density of a partly filled band alone. Transitions to occupied bands below give that band a light mass. In the model below, the pocket contributes 0.03919 hartree² to W_xx, while 4π times its own density is 0.00876 hartree². The missing weight is in interband transitions.

Equation (19) shows the same transfer in frequency. When |z| is much larger than the transition energies that carry appreciable weight, E_mn² can be neglected beside z², and ε_b becomes 1 − I/z². The total head is then 1 − 4πn/z². At frequencies below the interband transitions, the coefficient of the 1/z² term is W instead.

Evaluation in a program

A calculation that sets q = 0 before forming occupation differences has f_nk − f_nk = 0 in every intraband term. It then gives no Drude contribution at nonzero z. Equation (16) must be evaluated separately and −W(q̂)/z² added to the interband head. In an anisotropic metal the direction q̂ has to be retained.

For a check at finite q, it is convenient to put all occupations at k. In the second half of the response, shift k to k − q and exchange the band names. The result is

χ_s = 2 Σ_nm ∫ d³k/(2π)³ f_nk { |M_mn(k,q)|²/[z − E_m(k+q) + E_n(k)]
− |M_mn(k,−q)|²/[z + E_m(k−q) − E_n(k)] }.   (24)

The diagonal terms m = n give χ_intra. The two terms in braces are individually of order 1/z, while their integrated difference is of order q²/z². Very small q therefore increases the relative effect of rounding. Large q introduces the finite-q correction. With time-reversal symmetry, two values can be combined. If

D(q) = 4πz² χ_intra(q,z)/q² = W + Cq² + O(q⁴),

then

[4D(q/2) − D(q)]/3 = W + O(q⁴).   (25)

The q² terms cancel because 4C(q/2)² − Cq² = 0.

If the original difference f_k − f_{k+q} is summed on a mesh instead, the mesh must resolve the thin region near the Fermi surface where this difference is nonzero. Equation (24) avoids that requirement when the occupied region can be integrated with its boundary located accurately.

A layered model with two Fermi-surface sheets

Consider the potential 2V cos(Gx), with G = 2π/a, and free motion along y and z. Here z as a direction is distinguished by context from the complex frequency. The parameters are a = 6.0 bohr, V = 0.050 hartree and μ = 0.250 hartree. The reciprocal vector is G = 1.0472 1/bohr. The energies are

E_n(k) = ε_n(k_x) + (k_y² + k_z²)/2.

The functions ε_n(k_x) follow from diagonalizing the x problem in plane waves. The cosine contributes V between plane waves whose momenta differ by G. In the free directions the Brillouin-zone integration extends over all k_y and k_z. The boundary terms in the earlier integration by parts vanish there because f is zero at large transverse momentum.

At the zone face the first two bands have energies 0.0849 and 0.1847 hartree. Both lie below μ. Band 1 is occupied for every k_x at sufficiently small transverse momentum and gives an open sheet. Band 2 is occupied from k_x = 0.35607 to G − 0.35607 1/bohr and gives a closed pocket around the zone face.

At fixed k_x, the occupied transverse states fill a disk of squared radius K_n² = 2(μ − ε_n). Its area is πK_n². The density is therefore

n = [2/(2π)³] Σ_n ∫ dk_x πK_n²
= (1/2π²) Σ_n ∫ dk_x (μ − ε_n).

The Fermi surface is a ring at each k_x. With κ the transverse momentum,

∫ dk_y dk_z δ(ε_n + κ²/2 − μ) = 2π ∫ κ dκ δ(ε_n + κ²/2 − μ) = 2π.

In (16) this means that dS/|v| integrates around the ring to 2π dk_x. Along x the velocity is dε_n/dk_x, and

W_xx = (2/π) Σ_n ∫ dk_x (dε_n/dk_x)².   (26)

Along z, the average of k_z² around the ring is K_n²/2. Hence

W_zz = (1/π²) Σ_n ∫ dk_x 2π K_n²/2
= (2/π) Σ_n ∫ dk_x (μ − ε_n) = 4πn.   (27)

The off-diagonal elements vanish when averaged around the ring. The density of states is N(μ) = L/(2π²), where L is the total occupied length in k_x:

L = 1.04720 + (1.04720 − 2×0.35607) = 1.38226 1/bohr,

N(μ) = 1.38226/19.7392 = 0.07003 1/(hartree bohr³).

The Fermi-surface calculation gives two contributions to W_xx:

open sheet: 0.02707 hartree²
closed pocket: 0.03919 hartree²
sum: 0.06626 hartree²

The pocket has an area of 1.070 1/bohr², compared with 4.559 1/bohr² for the open sheet. It nevertheless supplies 0.03919/0.06626 = 59 percent of W_xx. Equation (26) makes the reason explicit. The mean squared x velocity on a sheet, with weight dS/|v|, is its W_xx contribution times π/2 divided by its length in k_x. This gives

open sheet: 0.02707×1.5708/1.0472 = 0.041
closed pocket: 0.03919×1.5708/0.33506 = 0.184

in atomic units. The larger squared velocity of the pocket outweighs its shorter length.

The density is n = 0.01240 1/bohr³, so W_zz = 4πn = 0.15582 hartree². The principal plasma frequencies are

√W_xx = √0.06626 = 0.2574 hartree = 7.00 eV,

√W_zz = √0.15582 = 0.3947 hartree = 10.74 eV.

These are the square roots of the Drude weights, not predictions of the zeros of the complete dielectric head. Along x, the ratio W_xx/(4πn) = 0.425 is the mean inverse mass in units of the inverse electron mass. The interband weight computed from momentum matrix elements is I_xx = 0.08956 hartree². The sum

0.06626 + 0.08956 = 0.15582 hartree²

agrees with 4πn, as required by (23). At this density, 57 percent of the weight along x is interband weight.

The response gives the same tensor

The numerical check evaluates (24) from energies and overlaps, independently of the Fermi-surface sum. For q along x and ω = 0.050 hartree, D(q) is 0.066329, 0.066277 and 0.066265 hartree² at q = 0.004, 0.002 and 0.001 1/bohr. Extrapolation by (25) gives 0.066260 hartree², in agreement with W_xx. For q at 45 degrees between x and z, the tensor formula gives

W(q̂) = (W_xx + W_zz)/2
= (0.06626 + 0.15582)/2 = 0.11104 hartree².

The extrapolated response gives the same value to the digits shown.

The expansion condition can be checked at the largest q used. The Fermi-surface mean of v_x² is 0.0753, so its root is 0.274 in atomic units. At q = 0.004 1/bohr and ω = 0.050 hartree,

q v_x/ω ≈ 0.004×0.274/0.050 = 0.022.

This uses a mean velocity, while the condition must hold everywhere on the Fermi surface. Since v_x is the expectation value of p_x, v_x² ≤ ⟨p_x²⟩ = 2(ε_n − ⟨2V cos(Gx)⟩) ≤ 2(μ + 2V) = 0.70, so |v_x| ≤ 0.84 and q|v_x|/ω ≤ 0.004×0.84/0.050 = 0.067 at every point. The Drude expansion is therefore in its small-parameter regime. At this q the difference between D(q) and W_xx is about 0.1 percent of W_xx.

The order of limits is visible at the same wavevector. At ω = 0.050 hartree, χ_intra is +3.378×10⁻⁵ 1/(hartree bohr³). At ω = 0, where the separate terms of (24) are singular and the occupation-difference form (3) is summed on a k_x mesh instead, it is −0.07002 1/(hartree bohr³), close to −N(μ). The first number tends to zero as q²; the second has a nonzero limit.

The chosen finite frequency lies below the direct gap of 0.0998 hartree at the zone face. In the approximation of two coupled plane waves, the separation at a distance δ from the face is √[(Gδ)² + 4V²], which is smallest at δ = 0. Equation (19) gives ε_b = 7.474 along x. The Drude contribution is

−W_xx/ω² = −0.06626/0.0025 = −26.50,

and the complete head is

ε₀₀ = 7.47 − 26.50 = −19.03.

Direct evaluation of the total response at q = 0.001 1/bohr also gives −19.03. The interband background reduces the magnitude of the negative head at this frequency, but it does not alter the coefficient of the Drude pole.

Numbers as computed

```
lattice period a = 6.0 bohr
potential coefficient V = 0.050 hartree
Fermi energy mu = 0.250 hartree
frequency omega = 0.050 hartree
reciprocal vector G = 1.04720 1/bohr
band 1 at zone face = 0.08490 hartree
band 2 at zone face = 0.18469 hartree
direct gap at zone face = 0.09979 hartree
pocket edge kx (band 2) = 0.35607 1/bohr
electron density n = 0.012400 1/bohr^3
sheet 1: area = 4.5591 1/bohr^2
sheet 1: W_xx part = 0.027074 hartree^2
sheet 1: W_zz part = 0.147057 hartree^2
sheet 2: area = 1.0702 1/bohr^2
sheet 2: W_xx part = 0.039186 hartree^2
sheet 2: W_zz part = 0.008764 hartree^2
density of states N(mu) = 0.070026 1/(hartree bohr^3)
dn/dmu by differences = 0.070025 1/(hartree bohr^3)
mean v_x^2 on Fermi surface = 0.07530 a.u.
mean v_z^2 on Fermi surface = 0.17708 a.u.
W_xx, Fermi surface = 0.066260 hartree^2
W_zz, Fermi surface = 0.155821 hartree^2
4 pi n = 0.155821 hartree^2
4 pi w^2 chi/q^2, q=0.004/bohr along x = 0.066329 hartree^2
4 pi w^2 chi/q^2, q=0.002/bohr along x = 0.066277 hartree^2
4 pi w^2 chi/q^2, q=0.001/bohr along x = 0.066265 hartree^2
same, q -> 0 along x = 0.066260 hartree^2
same, q -> 0 along z = 0.155821 hartree^2
same, q -> 0 at 45 degrees = 0.111041 hartree^2
(W_xx + W_zz)/2 = 0.111041 hartree^2
plasma frequency x = 0.25741 hartree
plasma frequency x = 7.005 eV
plasma frequency z = 0.39474 hartree
plasma frequency z = 10.741 eV
mean inverse mass along x = 0.42523 1/m_e
interband weight along x = 0.089561 hartree^2
W_xx + interband weight = 0.155821 hartree^2
chi_intra, q=0.004/bohr, omega = 3.3781e-05 1/(hartree bohr^3)
same from k mesh = 3.3781e-05 1/(hartree bohr^3)
same at zero frequency = -0.070019 1/(hartree bohr^3)
interband dielectric part, formula = 7.4736 (no unit)
same from chi_s, q=0.001/bohr = 7.4735 (no unit)
Drude term -W_xx/omega^2 = -26.5042 (no unit)
dielectric head, formula = -19.0306 (no unit)
dielectric head, chi_s at q=0.001/bohr = -19.0324 (no unit)
```
